# Bound and free neutron scattering lengths, and the proton cross-section

**Q.** A nucleus is said to have one scattering length when it is free and another when it is held in place. The nuclear force does not know about chemical bonds. How can there be two lengths?

**A.** There is one nuclear quantity and two ways of using it. Let the neutron have mass $m$ and position $\mathbf r$, and the nucleus mass $M=Am$ and position $\mathbf R$. Put $\boldsymbol\rho=\mathbf r-\mathbf R$ and $\mu=mM/(m+M)$. For slow relative motion, just outside the range of the force, the s-wave function has the form

$$\psi\propto 1-\frac{a}{\rho}. \tag{1}$$

This defines the free length $a$, positive for a hard sphere. The scattered wave in the relative coordinate has amplitude $-a$, so a free nucleus has cross-section $\sigma_{\rm free}=4\pi a^2$.

**Q.** And when the nucleus is bound?

**A.** Equation (1) survives at short distance. Chemical binding energies are of the order of electronvolts, negligible beside the nuclear well depth, and the binding potential hardly varies over the range of the force. What changes is how the disturbance at $\rho\approx0$ travels outward.

To find the strength of that disturbance, continue (1) down to $\rho=0$ and apply the relative kinetic energy. Since $\nabla^2(1/\rho)=-4\pi\delta(\boldsymbol\rho)$,

$$-\frac{\hbar^2}{2\mu}\nabla_\rho^2\left(1-\frac a\rho\right)=-\frac{\hbar^2}{2\mu}\,(4\pi a)\,\delta(\boldsymbol\rho)=-g\,\delta(\boldsymbol\rho),\qquad g=\frac{2\pi\hbar^2a}{\mu}. \tag{2}$$

The nuclear force can therefore be replaced by a point source of strength $g$ multiplying the regular part of the wave, which is the 1 in (1).

**Q.** The reduced mass belongs to two free particles. Why may it appear when the nucleus is tied down?

**A.** Because the kinetic energy separates whether or not there is a binding potential $U(\mathbf R)$:

$$-\frac{\hbar^2}{2m}\nabla_r^2-\frac{\hbar^2}{2M}\nabla_R^2=-\frac{\hbar^2}{2\mu}\nabla_\rho^2-\frac{\hbar^2}{2(m+M)}\nabla_X^2,$$

with $\mathbf X$ the centre of mass. The delta function comes from the $\nabla_\rho^2$ term. The potential $U$ multiplies the wave function and gives at worst a $1/\rho$ term, not a delta function. The full wave function $\Psi(\mathbf r,\mathbf R)$ thus obeys

$$(H_0-E_{\rm tot})\Psi=-g\,\delta(\mathbf r-\mathbf R)\,\Psi_{\rm reg},$$

where $H_0$ contains both kinetic energies and $U$. To first order in $a$, $\Psi_{\rm reg}$ is the undisturbed wave $e^{i\mathbf k\cdot\mathbf r}\phi_0(\mathbf R)$, with $\phi_0$ the initial nuclear state. This needs $|a|$ to be small beside both the neutron wavelength and the extent of $\phi_0$.

**Q.** So far you have only $a$. Where does the second length enter?

**A.** In the outgoing wave. Expand $\Psi=\sum_n\psi_n(\mathbf r)\phi_n(\mathbf R)$ in the nuclear states and project on $\phi_n$. The neutron left in channel $n$ has wave number $k_n$, fixed by energy conservation, and its own mass $m$:

$$\left(-\frac{\hbar^2}{2m}\nabla^2-\frac{\hbar^2k_n^2}{2m}\right)\psi_n=-g\,\phi_n^*(\mathbf r)\phi_0(\mathbf r)e^{i\mathbf k\cdot\mathbf r}.$$

Multiply by $-2m/\hbar^2$. The right side acquires the factor $2mg/\hbar^2=4\pi a\,m/\mu$, which I write as $4\pi b$:

$$(\nabla^2+k_n^2)\psi_n=4\pi b\,\phi_n^*\phi_0e^{i\mathbf k\cdot\mathbf r},\qquad b=a\frac m\mu=a\frac{m+M}{M}=a\,\frac{A+1}{A}. \tag{3}$$

The outgoing solution of $(\nabla^2+k_n^2)G=\delta$ is $G=-e^{ik_nr}/(4\pi r)$. Far away, $|\mathbf r-\mathbf R|\simeq r-\hat{\mathbf r}\cdot\mathbf R$ in the phase, so the scattered wave is $f_ne^{ik_nr}/r$ with

$$f_n=-b\,\langle n|e^{i\mathbf Q\cdot\mathbf R}|0\rangle,\qquad \mathbf Q=\mathbf k-\mathbf k_n. \tag{4}$$

For a nucleus pinned at the origin, meaning that $\phi_0$ is narrow beside the neutron wavelength though still wide beside $|a|$, the elastic matrix element tends to 1 and the amplitude is $-b$. That is the meaning of the bound length: the source is set by $\mu$, the propagation away from it by $m$.

**Q.** I would have argued faster. A bound nucleus is an infinitely heavy one, so solve the same force with $\mu$ replaced by $m$.

**A.** In general that gives a different number; apart from accidental coincidences at particular well depths, the two agree only when the force is weak. For a weak force the Born length $\mu\int V\,d^3\rho/(2\pi\hbar^2)$ is proportional to the mass, and the two arguments agree. Nuclear forces are not weak in this sense.

Take a square well of radius $r_0$ and interior wave number $\kappa$ at zero energy. Inside, $\rho\psi\propto\sin\kappa\rho$; outside, $\rho\psi\propto\rho-a$. Equal logarithmic derivatives at $r_0$ require $\kappa\cot\kappa r_0=1/(r_0-a)$, hence

$$a=r_0\left(1-\frac{\tan\kappa r_0}{\kappa r_0}\right).$$

With $\kappa r_0=2$ and $r_0=0.0020$ in some unit, $a=0.004185$. For equal masses (3) gives $b=2a=0.008370$. Making the nucleus infinitely heavy doubles the reduced mass and multiplies $\kappa$ by $\sqrt2$; the formula then gives $0.002229$, about a quarter of $b$.

**Q.** Then which of the two describes a nucleus that is really bound?

**A.** This can be decided without using (2). Put both particles in harmonic traps of the same frequency $\omega$. The relative motion separates, and the level near $\tfrac32\hbar\omega$, which grows out of the trap ground state, can be found with the strong well in place by matching wave functions. (Since $\kappa r_0>\pi/2$, the well also holds a bound state of its own, far below this level.) The contact coupling instead predicts a shift equal to $g$ times the probability density for the particles to coincide. In the unperturbed trap ground state this density is $(\mu\omega/\pi\hbar)^{3/2}$, so with $\ell_\mu=\sqrt{\hbar/\mu\omega}$

$$\Delta E=\frac{2\pi\hbar^2a}{\mu}\,\frac{1}{\pi^{3/2}\ell_\mu^3}=\frac{2}{\sqrt\pi}\,\frac{a}{\ell_\mu}\,\hbar\omega.$$

Taking $\ell_\mu$ as the unit of length above, this is $1.1284\times0.004185=0.004722$ in units of $\hbar\omega$. The full well gives $0.004729$. The difference divided by the contact value, about $1.4\times10^{-3}$, halves when $r_0$ and $a$ are halved, as a correction of next order in $a/\ell_\mu$ should. The infinite-mass length, used as $b$ in $g=2\pi\hbar^2b/m$, would give about a quarter of the shift.

**Q.** If $b$ is the coupling, it should also describe a free nucleus. But then you get $4\pi b^2$, which contradicts $4\pi a^2$.

**A.** It would, if the nucleus did not recoil. Let it start at rest and free. By (4) it takes up momentum $\hbar\mathbf Q$ and energy $\hbar^2Q^2/2M$. Including the flux ratio $k'/k$ of outgoing to incoming neutrons,

$$\frac{d^2\sigma}{d\Omega\,dE'}=b^2\frac{k'}{k}\,\delta\!\left(E-E'-\frac{\hbar^2Q^2}{2M}\right),\qquad Q^2=k^2+k'^2-2kk'\cos\theta.$$

Integrate over angle at fixed $E'$. The argument of the delta function changes with $\cos\theta$ at the rate $\hbar^2kk'/M$, so the integral of the delta function is $2\pi M/(\hbar^2kk')$ wherever an allowed angle exists. Each allowed $E'$ therefore contributes the same amount, $2\pi Mb^2/(\hbar^2k^2)$.

To find the allowed range, write energy conservation as $Q^2=A(k^2-k'^2)$ and require $(k-k')^2\le Q^2\le(k+k')^2$. The upper bound gives $A(k-k')\le k+k'$, the lower $A(k+k')\ge k-k'$. Together they say $k'\ge k|A-1|/(A+1)$. The range of $E'$ has width

$$E\left[1-\left(\frac{A-1}{A+1}\right)^2\right]=\frac{4A}{(A+1)^2}E,$$

and with $E=\hbar^2k^2/2m$,

$$\sigma=\frac{2\pi Mb^2}{\hbar^2k^2}\,\frac{4A}{(A+1)^2}\,\frac{\hbar^2k^2}{2m}=4\pi b^2\left(\frac{A}{A+1}\right)^2=4\pi a^2. \tag{5}$$

The same coupling serves both cases; recoil accounts for the difference.

**Q.** The proton has two scattering lengths, for parallel and antiparallel spins. Which one do you use?

**A.** Both. The argument holds in each spin channel, and the factor $(A+1)/A$ is common to them. For unpolarized spins, with no energy depending on spin, $b^2$ is replaced by its average, and $\sigma_b=4\pi\langle b^2\rangle$ scales as in (5).

I take $\sigma_b=82$ barn as a rounded input. The derivation fixes the ratio, not this value. For a proton $A=0.998623$ and $A/(A+1)=0.499656$, so

$$\sigma_{\rm free}=82\times(0.499656)^2=20.5\ \text{barn}.$$

**Q.** Those are two idealized ends. A real proton is neither pinned nor free. What decides which value a neutron sees?

**A.** A model that contains both ends is a proton in an isotropic harmonic well, fixed in space, with quantum $\hbar\omega$ and zero temperature. From (4), summed over the states with $N$ quanta,

$$\frac{d\sigma}{d\Omega}=\frac{\sigma_b}{4\pi}\sum_N\frac{k_N}{k}P_N(Q),\qquad \frac{\hbar^2k_N^2}{2m}=E-N\hbar\omega. \tag{6}$$

For each $\mathbf Q$, choose the $z$ axis along it; isotropy permits this. Only $z$ motion is then excited. With $z=\sqrt{\hbar/2M\omega}\,(c+c^\dagger)$ and $x=\hbar Q^2/(2M\omega)$,

$$e^{iQz}|0\rangle=e^{i\sqrt x(c+c^\dagger)}|0\rangle=e^{-x/2}e^{i\sqrt x\,c^\dagger}|0\rangle=e^{-x/2}\sum_N\frac{(i\sqrt x)^N}{\sqrt{N!}}|N\rangle.$$

The second equality separates the exponentials using $[c,c^\dagger]=1$, with $c|0\rangle=0$. Hence $P_N=e^{-x}x^N/N!$, a Poisson distribution. Its mean $x$ is the recoil energy $\hbar^2Q^2/2M$ counted in quanta.

**Q.** And the integral over angles?

**A.** At fixed $N$, $Q\,dQ=-kk_N\,d(\cos\theta)$, so $d\Omega\to2\pi Q\,dQ/(kk_N)$ with $Q$ running upward, and $Q\,dQ=(M\omega/\hbar)\,dx$. The factor $k_N$ cancels. With $\varepsilon=E/\hbar\omega$ we have $k^2=2m\omega\varepsilon/\hbar$, and the prefactor is

$$\frac{1}{4\pi}\,\frac{2\pi}{k^2}\,\frac{M\omega}{\hbar}=\frac{A}{4\varepsilon}.$$

Therefore

$$\frac{\sigma}{\sigma_b}=\frac{A}{4\varepsilon}\sum_{N\le\varepsilon}\int_{x_-}^{x_+}\frac{e^{-x}x^N}{N!}\,dx,\qquad x_\pm=\frac{(\sqrt\varepsilon\pm\sqrt{\varepsilon-N})^2}{A}. \tag{7}$$

The limits correspond to forward and backward scattering, $Q=k\mp k_N$.

**Q.** Start at low energy. Do you recover the pinned nucleus?

**A.** For $\varepsilon<1$ only $N=0$ is open, with $x_-=0$ and $x_+=4\varepsilon/A$:

$$\frac{\sigma}{\sigma_b}=\frac{A}{4\varepsilon}\left(1-e^{-4\varepsilon/A}\right)\simeq1-\frac{2\varepsilon}{A}\quad(\varepsilon\ll1). \tag{8}$$

The limit is 1, so the proton shows its full 82 barn. The neutron cannot supply a quantum, and the well takes up the momentum.

**Q.** Then the cross-section stays at 82 barn until $E=\hbar\omega$ and drops there, when the proton can first be excited?

**A.** No. Equation (8) falls well before that. The proton is spread over its zero-point cloud, and once $1/Q$ is comparable with the size of the cloud, waves from its different parts interfere destructively. At $\varepsilon=1$,

$$\sigma=82\times\frac{0.998623}{4}\left(1-e^{-4/0.998623}\right)=20.1\ \text{barn},$$

already slightly below the free value, though no quantum has yet been excited.

**Q.** So above $\hbar\omega$ it simply stays near 20 barn?

**A.** Not at first. Just above $\varepsilon=N$ the new channel has the narrow range $x_+-x_-=4\sqrt{\varepsilon(\varepsilon-N)}/A$ around $x\simeq N/A$. Its contribution to (7) is approximately

$$P_N(x=N/A)\,\sqrt{\frac{\varepsilon-N}{\varepsilon}}.$$

This rises with infinite slope, while the channels already open vary with finite slope. The total must therefore turn upward at each threshold. For a model quantum of $0.1$ eV, (7) gives:

| $E$ (eV) | total (barn) | elastic (barn) |
|---|---|---|
| 0.001 | 80.4 | 80.4 |
| 0.01 | 67.6 | 67.6 |
| 0.05 | 35.4 | 35.4 |
| 0.10 | 20.1 | 20.1 |
| 0.12 | 27.5 | 16.9 |
| 0.20 | 20.1 | 10.2 |
| 0.25 | 23.3 | 8.2 |
| 1.0 | 20.4 | 2.0 |
| 10 | 20.5 | 0.2 |

At $0.12$ eV, excitation of one quantum supplies $27.5-16.9=10.6$ barn, more than the elastic part has lost since threshold. The fall from 82 to about 20 barn is real, but it is not monotone.

**Q.** With such ripples, how do you know that the total settles at the free value rather than near it?

**A.** Exchange the sum and the integral in (7). For a given $x$, ask which $N$ are allowed. Measure wave numbers so that $k=\sqrt\varepsilon$; then $k_N=\sqrt{\varepsilon-N}$ and $Q=\sqrt{Ax}$. The triangle condition $|k-k_N|\le Q\le k+k_N$, with $k_N\le k$, is equivalent to $|Q-k|\le k_N$. Squaring gives

$$(\sqrt{Ax}-\sqrt\varepsilon)^2\le\varepsilon-N\quad\Longleftrightarrow\quad N\le2\sqrt{\varepsilon Ax}-Ax.$$

Since $P_N$ is a Poisson distribution of mean $x$, with $x=\varepsilon u$ equation (7) becomes

$$\frac{\sigma}{\sigma_b}=\frac A4\int_0^{4/A}du\;\mathrm{Prob}\!\left[\frac N\varepsilon\le2\sqrt{Au}-Au\right]. \tag{9}$$

The variable $N/\varepsilon$ has mean $u$ and variance $u/\varepsilon$. As $\varepsilon\to\infty$ the variance vanishes, so the probability tends to 1 where $u<2\sqrt{Au}-Au$ and to 0 where the inequality is reversed. The integrand lies between 0 and 1 on a finite interval, so the limit may be taken under the integral. The boundary follows from $(1+A)\sqrt u=2\sqrt A$, that is $u=4A/(A+1)^2$, and

$$\frac{\sigma}{\sigma_b}\to\frac A4\,\frac{4A}{(A+1)^2}=\left(\frac{A}{A+1}\right)^2. \tag{10}$$

The boundary is the largest fraction of its energy that a neutron can give to a free nucleus, as found before (5). At high energy and given $Q$, the energy transferred is sharp relative to $E$ and centred on the free recoil energy $\hbar^2Q^2/2M$. The discreteness of the levels no longer affects the total.

**Q.** How high is high enough?

**A.** For the proton, the largest total between $\varepsilon=1$ and 2 is 27.5 barn. Between 10 and 11 it is 21.3 barn, and between 100 and 101 it is 20.55 barn. The excess over 20.47 barn is then about 7, 0.8 and 0.08 barn, falling roughly as $1/\varepsilon$. This is consistent with (7): since $\int_0^\infty e^{-x}x^N/N!\,dx=1$, no channel, the newly opened one included, can contribute more than $A\sigma_b/(4\varepsilon)$, which is about 2 barn at $\varepsilon=10$. That bound concerns one channel and does not by itself bound the excess of the sum. Part of the excess is smooth rather than a ripple: averaged over $\varepsilon$ from 10 to 11 the total lies 0.49 barn above the free value, close to $\sigma_{\rm free}/(4A\varepsilon)$, which also falls as $1/\varepsilon$. Exceeding one quantum is thus not sufficient for the free value; ten quanta bring the total within about 4% of it.

**Q.** Is the first-order treatment safe for this example?

**A.** The root-mean-square lengths are 25.5 fm bound and 12.8 fm free. The oscillator length $\sqrt{\hbar/M\omega}$ is about 20 400 fm, so the free length is $6\times10^{-4}$ of it. At 10 eV, $k$ times the free length is $0.009$. The conditions apply in each spin channel. The one singlet and three triplet states enter the average with weights $1/4$ and $3/4$, so neither length exceeds twice the root-mean-square value, and both small parameters stay well below 1.

**Q.** Where would you stop trusting the picture?

**A.** At energies where $ka$ is no longer small, equation (1) with a constant $a$ fails. At non-zero temperature, a proton already excited can give a quantum to the neutron. Its final wave number then stays finite as $k\to0$, and the factor $k_n/k$ in the cross-section makes that contribution grow as $1/k$, so the plateau near 82 barn is seen only while few protons are excited, $k_BT\ll\hbar\omega$, and not all the way to $k=0$. For the 0.1 eV quantum the values at 77 K match those at zero temperature down to 0.1 meV, while at 300 K the cross-section is about 87 barn at 1 meV and 102 barn at 0.1 meV. All cross-sections here are for scattering only; capture by a real proton, about 0.33 barn at 25 meV, also grows as $1/k$ and adds roughly 1.7 barn at 1 meV. A real solid or molecule has several frequencies, and other nuclei whose waves may interfere, so the curve between the two ends belongs to this single-frequency model. The numerical check checks the coupling, the recoil integral, the oscillator sum and both limits numerically.

## Computed values

```
proton/neutron mass ratio A = 0.998623
reduced mass / neutron mass = 0.499656
bound/free length ratio (A+1)/A = 2.001378
input bound cross-section = 82.0 barn
free cross-section = 20.47 barn
rms bound length = 25.54 fm
rms free length = 12.76 fm
input oscillator quantum = 0.10 eV
oscillator length sqrt(hbar/(M omega)) = 20371 fm
rms free length / oscillator length = 6.27e-04
k times rms free length at 10 eV = 0.0089
Trap test, equal masses, lengths in sqrt(hbar/(mu omega)):
  well radius = 0.0020, free length a = 0.004185
  level shift, full well = 0.004729 hbar omega
  level shift, contact = 0.004722 hbar omega
  relative deviation = 1.45e-03
  same with well radius and a halved = 7.24e-04
  bound length b = 2a = 0.008370
  length of same well, infinite nuclear mass = 0.002229
  weak well: infinite-mass length / a = 2.00032
Free recoil by angular quadrature, sigma/sigma_b:
  A = 1: 0.250000
  A = 2: 0.444444
  A = 12: 0.852071
Proton in the well: E (eV), E/hw, total (barn), elastic (barn)
  0.0001  0.001  81.84  81.836
  0.0010  0.010  80.38  80.379
  0.0100  0.100  67.57  67.567
  0.0300  0.300  47.72  47.720
  0.0500  0.500  35.42  35.418
  0.1000  1.000  20.10  20.099
  0.1200  1.200  27.51  16.920
  0.1500  1.500  25.31  13.614
  0.2000  2.000  20.13  10.232
  0.2500  2.500  23.26  8.188
  0.5000  5.000  20.26  4.094
  1.0000  10.000  20.37  2.047
  3.0000  30.000  20.44  0.682
  10.0000  100.000  20.46  0.205
Ripples: E/hw window, lowest and highest total (barn)
  1 to 2: 20.10, 27.51
  3 to 4: 20.18, 23.04
  10 to 11: 20.37, 21.28
  30 to 31: 20.44, 20.75
  100 to 101: 20.46, 20.55
```
